# How Far Do Current-Heated Electrons Rise above the Lattice Temperature?: test program

```python
"""
Result under test: electrons heated by a current exceed the lattice temperature
by rho*J^2/G on average when all heat leaves through the lattice.
J current density, rho resistivity, G electron-lattice coupling, P = rho*J^2.
Ce, Cl: electron and lattice heat capacities per volume.
ke, kl: electron and lattice thermal conductivities; a: half strip thickness.
theta = electron minus lattice temperature. SI units inside the program.
Material values are rough typical values for a thin copper strip.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, solve_bvp, simpson

# Inputs
J = 1.0e11
rho = 5.0e-8
G = 1.0e17
T0 = 300.0
gamma = 100.0
Cl = 3.4e6
kl = 10.0
a = 10e-9
h_interface = 1.0e8
d_oxide = 200e-9
k_oxide = 1.4
density = 8.5e28
rho_slope = 7.0e-11
T_use = 373.0
tau_phonon = 5e-12
hot_fraction = 1.0 / 3.0

# Derived quantities
P = rho * J**2
excess = P / G
Ce = gamma * T0
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
ke = lorenz * T0 / rho
U = 1 / (1 / h_interface + d_oxide / k_oxide)
g = U / a
tau = Ce * Cl / (G * (Ce + Cl))
ell = 1 / np.sqrt(G * (1 / ke + 1 / kl))
theta_core = excess * kl / (ke + kl)

# Elastic collisions: Monte Carlo heating rate against the Drude rate.
# Units: mass = 1, mean free time = 1, initial speed = 1.
rng = np.random.default_rng(12)
force = 0.1
energy = np.full(200000, 0.5)
total_time = 0.0
for _ in range(50):
    flight = rng.exponential(size=energy.size)
    cosine = rng.uniform(-1, 1, energy.size)
    speed = np.sqrt(2 * energy)
    energy += force * speed * cosine * flight + 0.5 * (force * flight)**2
    energy = np.maximum(energy, 0.0)  # guards against rounding only
    total_time += flight.mean()
heating_ratio = (energy.mean() - 0.5) / total_time / force**2
assert abs(heating_ratio - 1) < 0.015  # about five sampling errors


# Nonlinear transient; time in ps, temperatures relative to T0.
def transient(loss, end_ps, times=None):
    def rates(t, u):
        transfer = G * (u[0] - u[1])
        return [1e-12 * (P - transfer) / (gamma * (T0 + u[0])),
                1e-12 * (transfer - loss * u[1]) / Cl]
    result = solve_ivp(rates, (0, end_ps), [0, 0], method="Radau",
                       t_eval=times, rtol=1e-8, atol=1e-11)
    assert result.success
    return result.y


times = np.array([0.1, 0.3, 1.0, 3.0])
numeric = transient(0.0, 3.0, times)
plateau = excess * Cl / (Ce + Cl)
formula = plateau * (1 - np.exp(-times * 1e-12 / tau))
assert np.allclose(numeric[0] - numeric[1], formula, rtol=1e-3)
closed = transient(0.0, 10.0, np.array([5.0, 10.0]))
warming_rate = (closed[1, 1] - closed[1, 0]) / 5e-12
assert abs(warming_rate / (P / (Ce + Cl)) - 1) < 1e-3
# Outer side of the interface held at T0: a fast route to the steady state.
late = transient(h_interface / a, 10000.0)
late_excess = late[0, -1] - late[1, -1]
assert abs(late_excess / excess - 1) < 1e-4


# Steady profile; position in units of half, temperature in units of P/G.
def profile(half, electron_conductance=0.0, clamped=False):
    ce = half**2 * G / ke
    cl = half**2 * G / kl
    be = electron_conductance * half / ke
    bl = U * half / kl

    def equations(s, y):
        difference = y[0] - y[2]
        return np.vstack([y[1], ce * (difference - 1),
                          y[3], -cl * difference])

    def boundary(left, right):
        if clamped:
            outer = [right[0], right[2]]
        else:
            outer = [right[1] + be * right[0], right[3] + bl * right[2]]
        return np.array([left[1], left[3]] + outer)

    mesh = np.linspace(0, 1, 201)
    result = solve_bvp(equations, boundary, mesh, np.zeros((4, 201)),
                       tol=1e-7, max_nodes=20000)
    assert result.success
    s = np.linspace(0, 1, 2001)
    y = result.sol(s)
    theta = (y[0] - y[2]) * excess
    leak_share = be * y[0, -1] / ce
    return theta, simpson(theta, x=s), leak_share


theta_strip, mean_strip, _ = profile(a)
positions = np.linspace(0, a, 2001)
theta_formula = theta_core + (P * a * ell / kl
                              * np.cosh(positions / ell) / np.sinh(a / ell))
assert np.allclose(theta_strip, theta_formula, rtol=1e-4)
assert abs(mean_strip / excess - 1) < 1e-4

# Electrons may also pass heat directly to the oxide.
_, mean_leak, leak_share = profile(a, electron_conductance=U)
assert leak_share > 0.1
assert abs(mean_leak / (excess * (1 - leak_share)) - 1) < 1e-3

# Line cooled only through cold ends, half length 200 nm.
theta_ends, _, _ = profile(200e-9, clamped=True)
assert abs(theta_ends[0] / theta_core - 1) < 1e-3

# Long line with oxide loss and one cold end: exact modes of the equations.
matrix = np.array([[G / ke, -G / ke], [-G / kl, (G + g) / kl]])
far = np.linalg.solve(matrix, np.array([P / ke, 0.0]))
squares, modes = np.linalg.eig(matrix)
weights = np.linalg.solve(modes, far)
healing = np.sqrt((ke + kl) / g)
assert abs(1 / np.sqrt(squares.min()) / healing - 1) < 0.01  # order g/G


def near_via(distance):
    decay = np.exp(-np.sqrt(squares) * distance)
    temperatures = far - modes @ (weights * decay)
    return temperatures[0] - temperatures[1]


for distance in (0.2e-6, 0.5e-6, 1e-6, 2e-6):
    approximate = excess * (1 - ke / (ke + kl) * np.exp(-distance / healing))
    assert abs(near_via(distance) - approximate) < 0.01 * excess

# Three reservoirs: electrons, strongly coupled modes, remaining modes.
f = hot_fraction
exchange = f * (1 - f) * Cl / tau_phonon
balance = np.array([[G, -G, 0], [-G, G + exchange, -exchange],
                    [0, -exchange, exchange + g]])
electron, hot, rest = np.linalg.solve(balance, np.array([P, 0.0, 0.0]))
excess_three = electron - (f * hot + (1 - f) * rest)
phonon_extra = P * tau_phonon / (f * Cl)
assert abs(excess_three / (excess + phonon_extra) - 1) < 1e-6

# Sizes of other neglected effects
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
free_path = const.hbar * k_fermi / (density * const.e**2 * rho)
field = rho * J
path_energy = field * free_path
thermal_energy = const.k * T0 / const.e
rho_hot = rho + rho_slope * (T_use - T0)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Current density", J / 1e10, "MA/cm^2")
show("Resistivity", rho * 1e8, "microohm cm")
show("Coupling G", G, "W/(m^3 K)")
show("Ambient temperature", T0, "K")
show("Electron heat coefficient (rough)", gamma, "J/(m^3 K^2)")
show("Electron heat capacity", Ce, "J/(m^3 K)")
show("Lattice heat capacity (rough)", Cl, "J/(m^3 K)")
show("Lattice conductivity (rough)", kl, "W/(m K)")
show("Electron conductivity", ke, "W/(m K)")
show("Strip thickness", 2 * a * 1e9, "nm")
show("Oxide thickness on each face", d_oxide * 1e9, "nm")
show("Oxide conductivity (rough)", k_oxide, "W/(m K)")
show("Interface conductance (rough)", h_interface, "W/(m^2 K)")
show("Electric field", field, "V/m")
show("Monte Carlo / Drude heating", heating_ratio, "(ratio)")
show("Heating power density P", P, "W/m^3")
show("Excess P/G", excess * 1e3, "mK")
show("Late excess from nonlinear transient", late_excess * 1e3, "mK")
show("Response time", tau * 1e12, "ps", 3)
show("Early plateau of excess", plateau * 1e3, "mK")
show("Early lattice warming rate", warming_rate * 1e-9, "K/ns", 3)
show("Time for lattice to warm by P/G", excess / warming_rate * 1e12, "ps", 3)
show("Interface cooling time", Cl * a / h_interface * 1e12, "ps", 3)
show("Heat flux through each face", P * a, "W/m^2")
show("Interface temperature drop", P * a / h_interface * 1e3, "mK", 3)
show("Conductance of face plus oxide U", U, "W/(m^2 K)", 3)
show("Loss coefficient g", g, "W/(m^3 K)", 3)
show("Steady lattice rise P/g", P / g, "K", 3)
show("Electron-lattice length", ell * 1e9, "nm", 3)
show("Excess at mid-plane", theta_strip[0] * 1e3, "mK", 3)
show("Excess at face", theta_strip[-1] * 1e3, "mK", 3)
show("Mean excess across strip", mean_strip * 1e3, "mK")
show("Direct electron-oxide test conductance", U, "W/(m^2 K)", 3)
show("Heat share leaving by electrons in test", leak_share, "(fraction)", 3)
show("Mean excess in that test", mean_leak * 1e3, "mK", 3)
show("Mid-line excess, 400 nm line, ends only", theta_ends[0] * 1e3, "mK", 3)
show("Healing length from via", healing * 1e6, "um", 3)
show("Excess 0.5 um from via", near_via(0.5e-6) * 1e3, "mK", 3)
show("Excess 2 um from via", near_via(2e-6) * 1e3, "mK", 3)
show("Excess if G is halved", P / (G / 2) * 1e3, "mK", 3)
show("Excess if G is doubled", P / (2 * G) * 1e3, "mK", 3)
show("Resistivity slope (rough)", rho_slope * 1e8, "microohm cm/K", 2)
show("Temperature of use", T_use, "K")
show("Resistivity at temperature of use", rho_hot * 1e8, "microohm cm", 3)
show("Excess at temperature of use, same G", rho_hot * J**2 / G * 1e3, "mK", 3)
show("Electron density (rough)", density, "m^-3", 2)
show("Electron mean free path", free_path * 1e9, "nm", 3)
show("Field energy per mean free path", path_energy * 1e3, "meV", 2)
show("Thermal energy kT", thermal_energy * 1e3, "meV", 3)
show("Phonon relaxation time (rough)", tau_phonon * 1e12, "ps", 2)
show("Strongly coupled heat-capacity share", f, "(assumed)", 3)
show("Added excess from selective coupling", phonon_extra * 1e3, "mK", 2)
show("Total excess with selective coupling", excess_three * 1e3, "mK", 2)
print("OK")
```

It prints:

```
Current density: 10 MA/cm^2
Resistivity: 5 microohm cm
Coupling G: 1e+17 W/(m^3 K)
Ambient temperature: 300 K
Electron heat coefficient (rough): 100 J/(m^3 K^2)
Electron heat capacity: 3e+04 J/(m^3 K)
Lattice heat capacity (rough): 3.4e+06 J/(m^3 K)
Lattice conductivity (rough): 10 W/(m K)
Electron conductivity: 146.6 W/(m K)
Strip thickness: 20 nm
Oxide thickness on each face: 200 nm
Oxide conductivity (rough): 1.4 W/(m K)
Interface conductance (rough): 1e+08 W/(m^2 K)
Electric field: 5000 V/m
Monte Carlo / Drude heating: 1.009 (ratio)
Heating power density P: 5e+14 W/m^3
Excess P/G: 5 mK
Late excess from nonlinear transient: 5 mK
Response time: 0.297 ps
Early plateau of excess: 4.956 mK
Early lattice warming rate: 0.146 K/ns
Time for lattice to warm by P/G: 34.3 ps
Interface cooling time: 340 ps
Heat flux through each face: 5e+06 W/m^2
Interface temperature drop: 50 mK
Conductance of face plus oxide U: 6.54e+06 W/(m^2 K)
Loss coefficient g: 6.54e+14 W/(m^3 K)
Steady lattice rise P/g: 0.764 K
Electron-lattice length: 9.68 nm
Excess at mid-plane: 4.26 mK
Excess at face: 6.56 mK
Mean excess across strip: 5 mK
Direct electron-oxide test conductance: 6.54e+06 W/(m^2 K)
Heat share leaving by electrons in test: 0.502 (fraction)
Mean excess in that test: 2.49 mK
Mid-line excess, 400 nm line, ends only: 0.319 mK
Healing length from via: 0.489 um
Excess 0.5 um from via: 3.31 mK
Excess 2 um from via: 4.92 mK
Excess if G is halved: 10 mK
Excess if G is doubled: 2.5 mK
Resistivity slope (rough): 0.007 microohm cm/K
Temperature of use: 373 K
Resistivity at temperature of use: 5.51 microohm cm
Excess at temperature of use, same G: 5.51 mK
Electron density (rough): 8.5e+28 m^-3
Electron mean free path: 13.1 nm
Field energy per mean free path: 0.066 meV
Thermal energy kT: 25.9 meV
Phonon relaxation time (rough): 5 ps
Strongly coupled heat-capacity share: 0.333 (assumed)
Added excess from selective coupling: 2.2 mK
Total excess with selective coupling: 7.2 mK
OK
```
